**Photon counting and photon overlap are separate tests**

For independent, phase-free inputs of equal mean number $\mu$ and equal $g_2$, a balanced beam splitter gives $\langle N_cN_d\rangle=\mu^2(1+g_2-M)/2$. Here $N_c$ and $N_d$ are the output photon numbers, $g_2$ is the pulsed correlation at zero delay, and $M$ is the mean overlap of two photons. The program asserts this law in an explicit Fock space, for single-photon mixtures and for a source with two-photon contamination. It also compares the packet-overlap and delay-resolved formulas with quadrature, and the formulas for dephasing, frequency jumps and time windows with simulated random packets. A number-resolved master equation supports the leading-order re-excitation estimate. For a model in the rough regime of a silicon T centre, $g_2$ from re-excitation is $2.5\times10^{-4}$, while $M$ is 0.72 for neighbouring photons and 0.0033 for photons 1000 pulses apart. Accepting only detections less than 0.1 ns apart raises the apparent overlap of photons with redrawn frequencies to 0.95, but keeps about 0.1% of the distinguishable-photon coincidences.

## Numerical check

```python
"""
Result under test: g2 = <n(n-1)>/<n>^2 at zero delay does not fix the overlap M
of two photons. At a balanced beam splitter with independent, phase-free inputs
of equal mean number mu, <N_c N_d> = mu^2 (1 + g2 - M)/2.
Gamma: decay rate; gamma: pure dephasing rate of the dipole; G = Gamma+2*gamma;
sigma: standard deviation of the line frequency; s: that of a pair difference;
theta: polarisation angle; offset: late arrival of photon 2; q: chance per pulse
that the line frequency is redrawn. Rates are in 1/ns in the worked example.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import erfcx

rng = np.random.default_rng(12345)

# ---------- Beam splitter in an explicit Fock space ----------
# Two internal modes per input; at most four photons in total, so the
# truncation at four photons per mode is exact for the states used.
LEVELS = 5
lower = sp.diags(np.sqrt(np.arange(1, LEVELS)), 1, format="csr")
one = sp.identity(LEVELS, format="csr")


def mode_operator(position):
    result = sp.identity(1, format="csr")
    for index in range(4):
        result = sp.kron(result, lower if index == position else one,
                         format="csr")
    return result


a = [mode_operator(0), mode_operator(1)]
b = [mode_operator(2), mode_operator(3)]
c = [(x + y) / np.sqrt(2) for x, y in zip(a, b)]
d = [(x - y) / np.sqrt(2) for x, y in zip(a, b)]
N_c = sum(x.T @ x for x in c)
N_d = sum(x.T @ x for x in d)
N_cd = N_c @ N_d
vacuum = np.zeros(LEVELS**4, complex)
vacuum[0] = 1


def pair_state(modes_a, modes_b):
    state = vacuum
    for ops, modes in ((a, modes_a), (b, modes_b)):
        for phi in modes:
            state = sum(phi[j] * (ops[j].T @ state) for j in range(2))
    return state / np.linalg.norm(state)


def mean(operator, source_a, source_b):
    total = 0
    for p, modes_a in source_a:
        for r, modes_b in source_b:
            state = pair_state(modes_a, modes_b)
            total += p * r * np.vdot(state, operator @ state)
    return total


def split_g2(source):
    dark = [(1.0, [])]
    return (mean(N_cd, source, dark) / (mean(N_c, source, dark)
            * mean(N_d, source, dark))).real


def random_mode():
    phi = rng.normal(size=2) + 1j * rng.normal(size=2)
    return phi / np.linalg.norm(phi)


phi1, phi2, phi3 = random_mode(), random_mode(), random_mode()
mixed = [(0.3, []), (0.5, [phi1]), (0.2, [phi2])]
impure = [(0.3, []), (0.3, [phi1]), (0.2, [phi2]), (0.2, [phi1, phi3])]
assert abs(split_g2(mixed)) < 1e-12
assert abs(split_g2(impure) - 2 * 0.2 / (0.5 + 2 * 0.2)**2) < 1e-12

pure_pair = mean(N_cd, [(1, [phi1])], [(1, [phi2])]).real
assert abs(pure_pair - (1 - abs(np.vdot(phi1, phi2))**2) / 2) < 1e-12

for source in (mixed, impure):
    dark = [(1.0, [])]
    coherence = np.array([[mean(a[j].T @ a[k], source, dark)
                           for k in range(2)] for j in range(2)])
    mu = np.trace(coherence).real
    M_source = np.trace(coherence @ coherence).real / mu**2
    law = mu**2 * (1 + split_g2(source) - M_source) / 2
    assert abs(mean(N_cd, source, source).real - law) < 1e-12
    if source is mixed:
        rho = (0.5 * np.outer(phi1, phi1.conj())
               + 0.2 * np.outer(phi2, phi2.conj())) / 0.7
        assert abs(M_source - np.trace(rho @ rho).real) < 1e-12

# Laser light in one mode: identical mode throughout, yet g2 is one.
low = np.diag(np.sqrt(np.arange(1, 40)), 1)
laser = expm(0.8 * (low.T - low))[:, 0]
laser_g2 = np.linalg.norm(low @ low @ laser)**2 \
    / np.linalg.norm(low @ laser)**4
assert abs(laser_g2 - 1) < 1e-9


# ---------- Overlap of two exponential packets ----------
def packet_overlap(rate1, rate2, delta, theta, offset):
    return (np.cos(theta)**2 * np.exp(-rate1 * offset) * 4 * rate1 * rate2
            / ((rate1 + rate2)**2 + 4 * delta**2))


def packet_overlap_quad(rate1, rate2, delta, theta, offset):
    def product(t):
        early = np.sqrt(rate1) * np.exp(-rate1 * t / 2)
        late = np.sqrt(rate2) * np.exp(-rate2 * (t - offset) / 2
                                       - 1j * delta * t)
        return early * late * np.cos(theta)
    end = offset + 60 / (rate1 + rate2)
    re = quad(lambda t: product(t).real, offset, end, limit=300)[0]
    im = quad(lambda t: product(t).imag, offset, end, limit=300)[0]
    return re**2 + im**2


for case in ((1, 1, 0, 0, 0), (1, 1, 1.7, 0, 0), (1, 1, 0, 0.6, 0),
             (1, 2.5, 0, 0, 0), (1.3, 0.7, 0.9, 0.4, 0.5)):
    assert abs(packet_overlap(*case) - packet_overlap_quad(*case)) < 1e-8


# ---------- Coincidences resolved in detection delay ----------
def delay_density(tau, rate, delta, theta):
    """Integrate the two-photon output amplitude over the first time."""
    e1 = np.array([1.0, 0.0])
    e2 = np.array([np.cos(theta), np.sin(theta)])

    def first(t):
        return e1 * np.sqrt(rate) * np.exp(-rate * t / 2)

    def second(t):
        return e2 * np.sqrt(rate) * np.exp(-rate * t / 2 - 1j * delta * t)

    def probability(t):
        amplitude = (np.outer(second(t), first(t + tau))
                     - np.outer(first(t), second(t + tau))) / 2
        return np.sum(abs(amplitude)**2)
    return quad(probability, 0, 30 / rate)[0]


for tau, delta, theta in ((0, 3, 0), (0, 3, 0.7), (0.6, 3, 0), (1.1, 2, 0.5)):
    formula = 0.25 * np.exp(-tau) * (1 - np.cos(theta)**2
                                     * np.cos(delta * tau))
    assert abs(delay_density(tau, 1.0, delta, theta) - formula) < 1e-8


# ---------- Dephasing, frequency jumps and time window ----------
def noisy_overlap(rate, dephasing, s):
    width = rate + 2 * dephasing
    if s == 0:
        return rate / width
    return rate * np.sqrt(np.pi / 2) / s * erfcx(width / (np.sqrt(2) * s))


def window_part(rate, dephasing, s, window):
    width = rate + 2 * dephasing
    return quad(lambda x: rate * np.exp(-width * x - s**2 * x**2 / 2),
                0, window)[0]


def simulate_pairs(dephasing, sigma, offset, q, separation, window):
    """Decay rate one; random packets are built and overlapped directly."""
    step, steps, samples = 0.02, 500, 1000
    t = (np.arange(steps) + 0.5) * step
    envelope = np.where(t > offset, np.exp(-t + offset / 2), 0)
    edge = round(window / step)
    whole, inside = [], []
    for _ in range(20):
        line1 = sigma * rng.normal(size=samples)
        line2 = line1.copy()
        for _ in range(separation):
            redraw = rng.random(samples) < q
            line2[redraw] = sigma * rng.normal(size=redraw.sum())
        kick = np.sqrt(2 * dephasing * step)
        phase1 = np.cumsum(kick * rng.normal(size=(samples, steps)), axis=1)
        phase2 = np.cumsum(kick * rng.normal(size=(samples, steps)), axis=1)
        phase = phase1 - phase2 + (line1 - line2)[:, None] * t
        product = envelope * np.exp(1j * phase)
        whole.append(np.mean(abs(product.sum(axis=1) * step)**2))
        power = np.mean(abs(np.fft.fft(product, 1024, axis=1))**2, axis=0)
        delay = np.fft.ifft(power).real * step**2
        inside.append(delay[0] + 2 * delay[1:edge].sum() + delay[edge])
    return np.array(whole), np.array(inside)


test_gamma, test_sigma, test_offset = 0.3, 1.5, 0.3
test_q, test_k, test_window = 0.2, 3, 0.5
whole, inside = simulate_pairs(test_gamma, test_sigma, test_offset,
                               test_q, test_k, test_window)
same_weight = (1 - test_q)**test_k
test_s = np.sqrt(2) * test_sigma
whole_formula = np.exp(-test_offset) * (
    same_weight * noisy_overlap(1, test_gamma, 0)
    + (1 - same_weight) * noisy_overlap(1, test_gamma, test_s))
inside_formula = np.exp(-test_offset) * (
    same_weight * window_part(1, test_gamma, 0, test_window)
    + (1 - same_weight) * window_part(1, test_gamma, test_s, test_window))
# Five standard errors of the simulated mean.
for data, formula in ((whole, whole_formula), (inside, inside_formula)):
    assert abs(data.mean() - formula) < 5 * data.std(ddof=1) / np.sqrt(20)


# ---------- Photon number after a square pi pulse ----------
def pulse_statistics(rate, dephasing, detuning, length):
    rabi = np.pi / length
    H = np.array([[0, rabi / 2], [rabi / 2, detuning]])
    P = np.diag([0.0, 1.0])
    down = np.array([[0.0, 1.0], [0.0, 0.0]])
    I = np.eye(2)
    quiet = (-1j * (np.kron(H, I) - np.kron(I, H.T))
             - (rate / 2 + dephasing) * (np.kron(P, I) + np.kron(I, P))
             + 2 * dephasing * np.kron(P, P))
    jump = rate * np.kron(down, down)
    generator = np.kron(np.eye(4), quiet) + np.kron(np.eye(4, k=-1), jump)
    start = np.zeros(16, complex)
    start[0] = 1
    final = (expm(generator * length) @ start).reshape(4, 4).real
    # An emitter left excited after the pulse adds one photon.
    number = np.zeros(5)
    number[:4] += final[:, 0]
    number[1:] += final[:, 3]
    n = np.arange(5)
    average = n @ number
    return average, (n * (n - 1)) @ number / average**2


# ---------- Worked example: rough silicon T-centre regime ----------
hbar = const.hbar / const.e * 1e15          # microeV ns
hc = const.h * const.c / const.e * 1e9      # eV nm
wavelength, lifetime, period = 1330.0, 100.0, 1000.0
wander_fwhm, dephasing_energy = 4.0, 0.001  # microeV
q, far = 0.01, 1000
theta, offset = np.radians(10), 2.0
pulse, window = 0.1, 0.1                    # ns
rate, dephasing = 1 / lifetime, dephasing_energy / hbar
sigma_energy = wander_fwhm / (2 * np.sqrt(2 * np.log(2)))
sigma = sigma_energy / hbar
s = np.sqrt(2) * sigma

M_same = noisy_overlap(rate, dephasing, 0)
M_redrawn = noisy_overlap(rate, dephasing, s)
width = rate + 2 * dephasing
average = 2 * quad(lambda x: rate * width / (width**2 + x**2)
                   * np.exp(-x**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi)),
                   0, 10 * s, points=[width, 10 * width, 100 * width],
                   limit=500)[0]
assert abs(average / M_redrawn - 1) < 1e-6

polar, timing = np.cos(theta)**2, np.exp(-rate * offset)


def pair_overlap(separation):
    weight = (1 - q)**separation
    return polar * timing * (weight * M_same + (1 - weight) * M_redrawn)


M_near, M_far = pair_overlap(1), pair_overlap(far)
kept = 1 - np.exp(-rate * window)
M_window = polar * window_part(rate, dephasing, s, window) / kept

photons, g2 = pulse_statistics(rate, dephasing, 0, pulse)
photons_off, g2_off = pulse_statistics(rate, dephasing, sigma, pulse)
# Leading order in (decay rate times pulse length), which is 0.001 here.
assert abs(g2 / (rate * pulse / 4) - 1) < 0.02
assert g2_off < 1e-3 and M_far < 0.01 < M_near

dark_rate, gate, efficiency = 10.0, 500.0, 0.01
dark_click = dark_rate * gate * 1e-9
both = efficiency * dark_click + (1 - efficiency) * dark_click**2
single = efficiency / 2 + (1 - efficiency / 2) * dark_click
dark_g2 = both / single**2
line_fraction, level_gap, temperature = 0.2, 1.8, 4.0
boltzmann = np.exp(-level_gap * 1e-3 * const.e / (const.k * temperature))

print("INPUTS (rough regime values and round model choices)")
print(f"wavelength = {wavelength:.0f} nm")
print(f"lifetime in resonator = {lifetime:.0f} ns")
print(f"pulse period = {period:.0f} ns")
print(f"line wandering, full width = {wander_fwhm:.1f} microeV")
print(f"hbar * pure dephasing rate = {dephasing_energy:.4f} microeV")
print(f"redraw probability per pulse = {q:.2f}")
print(f"polarisation angle = {np.degrees(theta):.0f} degrees")
print(f"arrival offset = {offset:.1f} ns")
print(f"excitation pulse length = {pulse:.1f} ns")
print("INTERMEDIATE VALUES")
print(f"photon energy = {hc / wavelength:.4f} eV")
print(f"hbar * decay rate = {hbar * rate:.5f} microeV")
print(f"line standard deviation = {sigma_energy:.3f} microeV")
print(f"pair-difference standard deviation = {hbar * s:.3f} microeV")
print(f"wandering width = {wavelength**2/hc*wander_fwhm*1e-6:.5f} nm")
print(f"polarisation factor = {polar:.4f}")
print(f"arrival factor = {timing:.4f}")
print(f"overlap, same line frequency = {M_same:.4f}")
print(f"overlap, redrawn frequency = {M_redrawn:.5f}")
print(f"overlap, lifetimes 100 and 200 ns only = "
      f"{packet_overlap(1/100, 1/200, 0, 0, 0):.4f}")
print("MAIN RESULTS")
print(f"g2 from re-excitation = {g2:.3e}")
print(f"g2 leading-order estimate = {rate * pulse / 4:.3e}")
print(f"M, neighbouring photons = {M_near:.4f}")
print(f"M, photons {far} pulses apart = {M_far:.5f}")
print(f"normalised coincidences, neighbours = {(1+g2-M_near)/2:.4f}")
print(f"normalised coincidences, far apart = {(1+g2-M_far)/2:.4f}")
print("TIME WINDOW (redrawn frequency, zero arrival offset)")
print(f"half-width of accepted delay = {window:.1f} ns")
print(f"apparent overlap in window = {M_window:.4f}")
print(f"fraction of distinguishable pairs kept = {kept:.3e}")
print("SIZE OF NEGLECTED EFFECTS")
print(f"dark rate = {dark_rate:.0f} per s; gate = {gate:.0f} ns")
print(f"total detection efficiency = {efficiency:.2f}")
print(f"apparent g2 from dark counts = {dark_g2:.3e}")
print(f"rough zero-phonon fraction = {line_fraction:.1f}")
print(f"M factor without line filter = {line_fraction**2:.3f}")
print(f"rough next-level gap = {level_gap:.1f} meV")
print(f"temperature = {temperature:.0f} K")
print(f"next-level Boltzmann factor = {boltzmann:.4f}")
print(f"excitation left at next pulse = {np.exp(-rate*period):.2e}")
print(f"photons per pulse, resonant = {photons:.4f}")
print(f"photons per pulse, detuned by sigma = {photons_off:.4f}")
print(f"g2, detuned by sigma = {g2_off:.3e}")
print("CHECK VALUES (decay rate set to one)")
print(f"simulated overlap = {whole.mean():.4f}")
print(f"formula overlap = {whole_formula:.4f}")
print(f"g2 of single-mode laser light = {laser_g2:.4f}")
print("all tests passed")
```

Printed output:

```
INPUTS (rough regime values and round model choices)
wavelength = 1330 nm
lifetime in resonator = 100 ns
pulse period = 1000 ns
line wandering, full width = 4.0 microeV
hbar * pure dephasing rate = 0.0010 microeV
redraw probability per pulse = 0.01
polarisation angle = 10 degrees
arrival offset = 2.0 ns
excitation pulse length = 0.1 ns
INTERMEDIATE VALUES
photon energy = 0.9322 eV
hbar * decay rate = 0.00658 microeV
line standard deviation = 1.699 microeV
pair-difference standard deviation = 2.402 microeV
wandering width = 0.00571 nm
polarisation factor = 0.9698
arrival factor = 0.9802
overlap, same line frequency = 0.7670
overlap, redrawn frequency = 0.00342
overlap, lifetimes 100 and 200 ns only = 0.8889
MAIN RESULTS
g2 from re-excitation = 2.499e-04
g2 leading-order estimate = 2.500e-04
M, neighbouring photons = 0.7218
M, photons 1000 pulses apart = 0.00329
normalised coincidences, neighbours = 0.1392
normalised coincidences, far apart = 0.4985
TIME WINDOW (redrawn frequency, zero arrival offset)
half-width of accepted delay = 0.1 ns
apparent overlap in window = 0.9486
fraction of distinguishable pairs kept = 9.995e-04
SIZE OF NEGLECTED EFFECTS
dark rate = 10 per s; gate = 500 ns
total detection efficiency = 0.01
apparent g2 from dark counts = 1.997e-03
rough zero-phonon fraction = 0.2
M factor without line filter = 0.040
rough next-level gap = 1.8 meV
temperature = 4 K
next-level Boltzmann factor = 0.0054
excitation left at next pulse = 4.54e-05
photons per pulse, resonant = 1.0001
photons per pulse, detuned by sigma = 0.9934
g2, detuned by sigma = 2.524e-04
CHECK VALUES (decay rate set to one)
simulated overlap = 0.3669
formula overlap = 0.3650
g2 of single-mode laser light = 1.0000
all tests passed
```
